\section*{The Dalgarno–Lewis Operator Equation and Closed Perturbation Sums, part 1}

(Sections cited here and not found follow in the second part.)

\section{From sums over states to ground-state averages}

A hydrogen atom in a weak static electric field becomes slightly polarized, and its energy falls in proportion to the square of the field. Perturbation theory gives the coefficient as a sum over all the excited states that the field mixes into the ground state. These include infinitely many bound states and also the continuum of ionized states, because the distorted cloud of a bound electron cannot in general be built from bound states alone. The third-order energy contains a double sum of the same kind. Yet the quantity sought belongs to one state, the ground state, and its response to one perturbation. The question is whether that response can be found without the excited states.

\subsection{The perturbation equations}

Let the Hamiltonian be
\begin{equation}
H=H_0+\lambda V ,\qquad H_0\psi_0=E_0\psi_0 ,
\label{eq:H}
\end{equation}
where $H_0$ and $V$ are Hermitian and $\lambda$ is a real parameter. The state $\psi_0$ is the ground state of $H_0$. It is bound, normalized and nondegenerate, and its energy is separated by a gap from the rest of the spectrum. Angle brackets without labels denote the average in this state, $\langle A\rangle=\langle\psi_0|A|\psi_0\rangle$. The functions formed below by acting with $V$ are assumed to be normalizable.

Expand the perturbed state and its energy as
\begin{equation}
\psi=\psi_0+\lambda\psi_1+\lambda^2\psi_2+\cdots,\qquad
E=E_0+\lambda E_1+\lambda^2E_2+\cdots .
\label{eq:series}
\end{equation}
The normalization of $\psi$ is free, and it is fixed by $\langle\psi_0|\psi\rangle=1$. Since $\langle\psi_0|\psi_0\rangle=1$ already, every correction satisfies $\langle\psi_0|\psi_k\rangle=0$ for $k\ge1$.

Inserting \eqref{eq:series} in $H\psi=E\psi$ and collecting equal powers of $\lambda$ gives
\begin{align}
(H_0-E_0)\psi_1&=-(V-E_1)\psi_0 ,\label{eq:first}\\
(H_0-E_0)\psi_2&=-(V-E_1)\psi_1+E_2\psi_0 ,\label{eq:second}\\
(H_0-E_0)\psi_3&=-(V-E_1)\psi_2+E_2\psi_1+E_3\psi_0 .\label{eq:third}
\end{align}
Take the inner product of each equation with $\psi_0$. The left sides vanish, because $H_0$ is Hermitian and can act to the left, where $(H_0-E_0)\psi_0=0$. With the orthogonality of the corrections to $\psi_0$, the right sides give
\begin{equation}
E_1=\langle V\rangle,\qquad
E_2=\langle\psi_0|V|\psi_1\rangle,\qquad
E_3=\langle\psi_0|V-E_1|\psi_2\rangle .
\label{eq:energies}
\end{equation}

The expression for $E_3$ appears to require $\psi_2$, but this function can be removed. The adjoint of \eqref{eq:first} is $\langle\psi_0|(V-E_1)=-\langle\psi_1|(H_0-E_0)$. Using it first, and then \eqref{eq:second}, one finds
\begin{align}
E_3&=-\langle\psi_1|(H_0-E_0)|\psi_2\rangle\nonumber\\
&=\langle\psi_1|V-E_1|\psi_1\rangle-E_2\langle\psi_1|\psi_0\rangle\nonumber\\
&=\langle\psi_1|V-E_1|\psi_1\rangle .
\label{eq:E3psi}
\end{align}
The first-order function therefore determines the energy through third order.

\subsection{The sums that have to be evaluated}

Let $|n\rangle$ be the eigenstates of $H_0$ with energies $E_n$, where $|0\rangle=\psi_0$, and write $A_{nm}=\langle n|A|m\rangle$. An energy with a letter index, $E_n$ or $E_m$, is always an eigenvalue of $H_0$, whereas $E_1$, $E_2$ and $E_3$ with a numerical index always denote the coefficients in \eqref{eq:series}. A prime on a sum means that $n=0$ is left out. The sum sign includes an integral over the continuum where there is one. For $n\ne0$, the inner product of \eqref{eq:first} with $|n\rangle$ is
\begin{equation}
(E_n-E_0)\langle n|\psi_1\rangle=-V_{n0}.
\end{equation}
The term with $E_1$ has dropped out because $\langle n|0\rangle=0$. Dividing by the energy difference, which is not zero, gives
\begin{equation}
\psi_1=\sum_n{}'\,|n\rangle\frac{V_{n0}}{E_0-E_n}.
\label{eq:psi1sum}
\end{equation}
Insertion in \eqref{eq:energies} and \eqref{eq:E3psi} produces the sums over states
\begin{align}
E_2&=\sum_n{}'\,\frac{V_{0n}V_{n0}}{E_0-E_n},\label{eq:E2sum}\\
E_3&=\sum_n{}'\sum_m{}'\,
\frac{V_{0n}V_{nm}V_{m0}}{(E_0-E_n)(E_0-E_m)}
-E_1\sum_n{}'\,\frac{|V_{n0}|^2}{(E_0-E_n)^2}.
\label{eq:E3sum}
\end{align}

Without the denominators these sums would be easy. Completeness,
\begin{equation}
\sum_n{}'\,|n\rangle\langle n|=1-|0\rangle\langle0| ,
\label{eq:complete}
\end{equation}
would turn $\sum_n'V_{0n}V_{n0}$ into $\langle V^2\rangle-\langle V\rangle^2$, which needs the ground state alone. The denominators weight the states differently and block this step. They could be absorbed if there were an operator $F$ whose matrix elements from the ground state were
\begin{equation}
F_{n0}=\frac{V_{n0}}{E_0-E_n}\qquad(n\neq0).
\label{eq:wanted}
\end{equation}

\subsection{The operator equation}

Energy differences arise from commutators with $H_0$. For $n\ne0$,
\begin{equation}
\langle n|[F,H_0]|0\rangle
=\langle n|FH_0|0\rangle-\langle n|H_0F|0\rangle
=(E_0-E_n)F_{n0}.
\label{eq:commelement}
\end{equation}
In the first term $H_0$ acts to the right and gives $E_0$; in the second it acts to the left and gives $E_n$. Condition \eqref{eq:wanted} therefore says that $[F,H_0]\psi_0$ and $V\psi_0$ have the same components on all excited states.

They need not have the same component on the ground state. For the commutator this component is
\begin{equation}
\langle0|[F,H_0]|0\rangle=(E_0-E_0)F_{00}=0 ,
\end{equation}
whereas for $V\psi_0$ it is $E_1$. Subtracting $E_1\psi_0$ from $V\psi_0$ removes this component and leaves the others unchanged. Two vectors with equal components on a complete set are equal, so
\begin{equation}
\boxed{\;[F,H_0]\psi_0=(V-E_1)\psi_0\;}
\label{eq:DL}
\end{equation}
This is the Dalgarno–Lewis equation. It is an equation between two states, and it does not require $[F,H_0]=V-E_1$ as operators. The function $F\psi_0$ must be normalizable and must lie in the domain of $H_0$. Otherwise $H_0$ could not be moved to the left in \eqref{eq:commelement}.

The link with the first-order function follows from
\begin{equation}
[F,H_0]\psi_0=FE_0\psi_0-H_0F\psi_0=-(H_0-E_0)F\psi_0 .
\label{eq:commstate}
\end{equation}
With \eqref{eq:DL} this becomes $(H_0-E_0)F\psi_0=-(V-E_1)\psi_0$, which is \eqref{eq:first} with $F\psi_0$ in place of $\psi_1$. Subtracting the two equations gives $(H_0-E_0)(F\psi_0-\psi_1)=0$. Since $E_0$ is nondegenerate, $F\psi_0-\psi_1=k\psi_0$ with some constant $k$. The inner product with $\psi_0$ gives $k=\langle F\rangle$, and hence
\begin{equation}
\psi_1=(F-\langle F\rangle)\psi_0 .
\label{eq:psi1F}
\end{equation}
Solving \eqref{eq:first} directly for $\psi_1$ is the Sternheimer method. The Dalgarno–Lewis method solves the same equation after the known factor $\psi_0$ has been split off.

\subsection{Closing the second- and third-order sums}

In \eqref{eq:E2sum}, replace $V_{n0}/(E_0-E_n)$ by $F_{n0}$ and use \eqref{eq:complete}:
\begin{equation}
E_2=\sum_n{}'\,V_{0n}F_{n0}
=\langle VF\rangle-\langle V\rangle\langle F\rangle .
\label{eq:E2F}
\end{equation}
The subtracted product is the $n=0$ term, which completeness supplies and the original sum does not contain.

In the double sum of \eqref{eq:E3sum}, the factor on the right is $V_{m0}/(E_0-E_m)=F_{m0}$. The factor on the left is its complex conjugate with index $n$,
\begin{equation}
\frac{V_{0n}}{E_0-E_n}=F_{n0}^*=(F^\dagger)_{0n},
\end{equation}
because $V$ is Hermitian and the energies are real. The double sum is thus $\sum_n'\sum_m'(F^\dagger)_{0n}V_{nm}F_{m0}$. To use completeness, extend both sums to all states and correct for the additions. The terms with $n=0$ and those with $m=0$ are subtracted. The term with $n=m=0$ has then been subtracted twice and must be restored once:
\begin{align}
\sum_n{}'\sum_m{}'(F^\dagger)_{0n}V_{nm}F_{m0}
={}&\langle F^\dagger VF\rangle-\langle F^\dagger\rangle\langle VF\rangle\nonumber\\
&-\langle F^\dagger V\rangle\langle F\rangle
+\langle F^\dagger\rangle\langle V\rangle\langle F\rangle .
\label{eq:double}
\end{align}
The remaining sum in \eqref{eq:E3sum} is
\begin{equation}
\sum_n{}'\,|F_{n0}|^2=\langle F^\dagger F\rangle-|\langle F\rangle|^2 .
\label{eq:single}
\end{equation}
Multiply \eqref{eq:single} by $-E_1=-\langle V\rangle$ and add it to \eqref{eq:double}. The two terms in $|\langle F\rangle|^2\langle V\rangle$ have equal signs and add up:
\begin{align}
E_3={}&\langle F^\dagger VF\rangle-\langle F^\dagger\rangle\langle VF\rangle
-\langle F^\dagger V\rangle\langle F\rangle\nonumber\\
&-\langle V\rangle\langle F^\dagger F\rangle+2|\langle F\rangle|^2\langle V\rangle .
\label{eq:E3general}
\end{align}
If $F$ and $V$ are real functions of position, they commute and $F^\dagger=F$. Then
\begin{equation}
E_3=\langle F^2V\rangle-2\langle F\rangle\langle FV\rangle
-\langle V\rangle\langle F^2\rangle+2\langle F\rangle^2\langle V\rangle .
\label{eq:E3F}
\end{equation}

Equation \eqref{eq:DL} contains $F$ only in a commutator, so $F+k$ is a solution for any constant $k$ if $F$ is. This freedom has no effect on the energies, since $F-\langle F\rangle$ in \eqref{eq:psi1F} does not change. One may choose $\langle F\rangle=0$, which shortens the results to $E_2=\langle VF\rangle$ and $E_3=\langle F^2V\rangle-\langle V\rangle\langle F^2\rangle$.

\subsection{When $F$ is a function}

An operator that satisfies \eqref{eq:DL} can be written down at once: $F=|\psi_1\rangle\langle\psi_0|$ gives $F\psi_0=\psi_1$. It is of no help, because it contains the unknown $\psi_1$. The method is useful when $F$ can be sought in a simpler class. For one particle with a real ground state without nodes, $F=\psi_1/\psi_0$ is an ordinary function of position. At a node of $\psi_0$ this quotient would diverge unless $\psi_1$ vanished there too, and it is then safer to solve \eqref{eq:first} for $\psi_1$ itself.

Use Hartree atomic units, in which $\hbar$, the electron mass, the elementary charge and $4\pi\varepsilon_0$ equal one. Let $H_0=-\tfrac12\nabla^2+U(\mathbf r)$ with a local potential $U$. The functions $F$ and $U$ commute, so only the kinetic energy contributes:
\begin{align}
[F,H_0]\psi_0&=-\tfrac12F\nabla^2\psi_0+\tfrac12\nabla^2(F\psi_0)\nonumber\\
&=\tfrac12\psi_0\nabla^2F+\nabla F\cdot\nabla\psi_0 .
\end{align}
The terms $\mp\tfrac12F\nabla^2\psi_0$ have cancelled. Division by $\psi_0$ turns \eqref{eq:DL} into
\begin{equation}
\tfrac12\nabla^2F+\nabla F\cdot\nabla\ln\psi_0=V-E_1 .
\label{eq:PDE}
\end{equation}
The potential $U$ now enters through $\psi_0$ and no longer appears explicitly. A nonlocal potential would not commute with $F$ and would leave an additional term.

Multiplying \eqref{eq:PDE} by $2\psi_0^2$ makes the left side a divergence, because $\nabla\psi_0^2=2\psi_0\nabla\psi_0$:
\begin{equation}
\nabla\cdot(\psi_0^2\nabla F)=2\psi_0^2(V-E_1).
\label{eq:div}
\end{equation}
Since $\langle V\rangle=E_1$, equation \eqref{eq:E2F} can be written as $E_2=\langle F(V-E_1)\rangle$. Now insert \eqref{eq:div} and integrate by parts. If the surface term at infinity vanishes,
\begin{equation}
E_2=\tfrac12\int F\,\nabla\cdot(\psi_0^2\nabla F)\,d^3r
=-\tfrac12\langle|\nabla F|^2\rangle .
\label{eq:gradient}
\end{equation}
The second-order energy is therefore never positive, in agreement with \eqref{eq:E2sum}, where every denominator is negative for a ground state. It vanishes when $F$ is constant, and by \eqref{eq:PDE} $V$ is then constant as well. The size of $E_2$ measures how unevenly the perturbation rescales the wave function: a uniform factor $1+\lambda F$ would have no physical effect.

\section{Hydrogen in static electric and magnetic fields}

The perturbed Hamiltonian is $H_0+\lambda V$, $\psi_0$ is the ground state of $H_0$, and $\langle\dots\rangle$ is the average in $\psi_0$. The function $F$ solves the Dalgarno–Lewis equation \eqref{eq:DL}, which for a local potential has the form \eqref{eq:PDE}. It gives the first-order function $\psi_1=(F-\langle F\rangle)\psi_0$. With $E_1=\langle V\rangle$, the energy coefficients $E_2$ and $E_3$ follow from \eqref{eq:E2F} and \eqref{eq:E3F}. These results are now applied to a nonrelativistic hydrogen atom with a fixed nucleus and without spin.

A single function $F$, found from the Dalgarno–Lewis equation, thus gives the energy through third order from ground-state averages alone. It remains to find $F$ for hydrogen in an electric and in a magnetic field, to evaluate the energy coefficients, and to see how far the expansion can be trusted.
